# The longitudinal piezoresistance coefficient of a cubic crystal along [110]

## First half: the tensor and its rotation

In a conductor that obeys Ohm's law, the electric field $E_i$ and the current density $J_j$ are related by the resistivity tensor $\rho_{ij}$:

$$ E_i = \rho_{ij} J_j . $$

The indices run over 1, 2, 3, which stand for the cube axes [100], [010] and [001], and a repeated index is summed. Without stress a cubic crystal has an isotropic resistivity, $\rho_{ij} = \rho_0 \delta_{ij}$. A stress $\sigma_{kl}$ changes it by $\Delta\rho_{ij}$. For a small, static stress at constant, uniform temperature the change is linear, and the piezoresistance tensor $\Pi_{ijkl}$ is defined by

$$ \frac{\Delta\rho_{ij}}{\rho_0} = \Pi_{ijkl} \, \sigma_{kl} . $$

Tension counts as positive stress. The left side has no unit, so $\Pi$ is measured in inverse pascals; the numbers below are given in $10^{-11}$ Pa$^{-1}$.

Two symmetries of $\Pi$ do not depend on the crystal class. The stress tensor is symmetric, because otherwise a small volume element would feel a net torque. An antisymmetric part of $\Pi$ in $k$ and $l$ would therefore multiply zero, and we set it to zero. The resistivity tensor is symmetric by the Onsager relations, provided that there is no magnetic field and no magnetic order. Hence

$$ \Pi_{ijkl} = \Pi_{jikl} = \Pi_{ijlk} . $$

Nothing similar holds for the exchange of the first pair of indices with the second. The elastic stiffness has that symmetry because it is a second derivative of an energy. The piezoresistance tensor relates a transport property to a stress and is not such a derivative. Where $\Pi_{1122}$ and $\Pi_{2211}$ turn out equal, the crystal must be the cause.

The three coefficients in common use are

$$ \pi_{11} = \Pi_{1111} , \qquad \pi_{12} = \Pi_{1122} , \qquad \pi_{44} = 2 \, \Pi_{2323} . $$

The factor 2 in the last one comes from the sum over $k$ and $l$. Let the stress be a pure shear $\sigma_{23} = \sigma_{32}$. Both components enter the sum, and so

$$ \frac{\Delta\rho_{23}}{\rho_0} = \Pi_{2323} \, \sigma_{23} + \Pi_{2332} \, \sigma_{32} = 2 \, \Pi_{2323} \, \sigma_{23} = \pi_{44} \, \sigma_{23} . $$

Thus $\pi_{44}$ is the ratio of the shear component of the relative resistivity change to the shear stress, with each shear component counted once. The statement to be derived is that a uniaxial stress along the direction [110] changes the resistivity for current along the same direction with the coefficient

$$ \pi_L = \tfrac{1}{2} \left( \pi_{11} + \pi_{12} + \pi_{44} \right) . $$

It refers to a direction, not to the plane (110), and it holds for the cubic classes $m\bar{3}m$, $432$ and $\bar{4}3m$. The two remaining cubic classes, $23$ and $m\bar{3}$, need one more constant.

To refer the tensor to other axes we need its transformation law. Let $\mathbf{e}'_a$ be three orthonormal vectors, and let $R_{ai}$ be the component of $\mathbf{e}'_a$ along cube axis $i$. A vector $\mathbf{v}$ then has the new components $v'_a = R_{ai} v_i$. Since $R$ is orthogonal, the inverse relation is $v_i = R_{ai} v'_a$. Applying both to Ohm's law gives

$$ E'_a = R_{ai} E_i = R_{ai} \, \rho_{ij} J_j = R_{ai} R_{bj} \, \rho_{ij} \, J'_b , $$

so that $\rho'_{ab} = R_{ai} R_{bj} \rho_{ij}$. The isotropic part $\rho_0 \delta_{ij}$ keeps its form, because $R_{ai} R_{bi} = \delta_{ab}$, and the change $\Delta\rho_{ij}$ transforms in the same way as $\rho_{ij}$. The stress is also a tensor of second rank, and its inverse relation is $\sigma_{kl} = R_{ck} R_{dl} \sigma'_{cd}$. Inserting both relations in the definition of $\Pi$ gives

$$ \frac{\Delta\rho'_{ab}}{\rho_0} = R_{ai} R_{bj} R_{ck} R_{dl} \, \Pi_{ijkl} \, \sigma'_{cd} , $$

and the factor in front of $\sigma'_{cd}$ is the tensor in the new axes:

$$ \Pi'_{abcd} = R_{ai} R_{bj} R_{ck} R_{dl} \, \Pi_{ijkl} . $$

The same law tells us which components a cubic crystal allows. If $R$ is a symmetry operation of the crystal, the new axes are equivalent to the old ones, and $\Pi'_{abcd} = \Pi_{abcd}$. All five cubic classes contain twofold rotations about the cube axes and threefold rotations about the body diagonals.

The twofold rotation about axis 3 reverses axes 1 and 2. A component in which the index 1 occurs $n_1$ times, 2 occurs $n_2$ times and 3 occurs $n_3$ times is multiplied by $(-1)^{n_1 + n_2}$. It must also stay unchanged, so it vanishes when $n_1 + n_2$ is odd. As $n_1 + n_2 + n_3 = 4$, this is the case when $n_3$ is odd. The rotations about axes 1 and 2 give the same condition for $n_1$ and $n_2$. A component can therefore differ from zero only if each index occurs an even number of times. This leaves the types $\Pi_{1111}$, $\Pi_{1122}$ and $\Pi_{1212}$, with other choices of the axes.

The threefold rotation about [111] replaces the indices cyclically, 1 by 2, 2 by 3 and 3 by 1. It follows that

$$ \Pi_{1111} = \Pi_{2222} = \Pi_{3333} , \qquad \Pi_{2323} = \Pi_{3131} = \Pi_{1212} , $$

$$ \Pi_{1122} = \Pi_{2233} = \Pi_{3311} , \qquad \Pi_{2211} = \Pi_{3322} = \Pi_{1133} . $$

The last two groups are still independent of each other, since a cyclic replacement never turns 1122 into 2211. At this point there are four constants, which is the final number for the classes $23$ and $m\bar{3}$. The inversion contained in $m\bar{3}$ adds nothing, because four factors of $-1$ multiply to $+1$.

The class $432$ also has a fourfold rotation about axis 3. Take $\mathbf{e}'_1$ along axis 2 and $\mathbf{e}'_2$ against axis 1. Then $R_{12} = 1$ and $R_{21} = -1$, and

$$ \Pi'_{1122} = R_{12} R_{12} R_{21} R_{21} \, \Pi_{2211} = \Pi_{2211} . $$

Symmetry requires the left side to equal $\Pi_{1122}$, and so $\Pi_{1122} = \Pi_{2211}$. The class $m\bar{3}m$ contains the same rotation. The class $\bar{4}3m$ contains it combined with an inversion, which again contributes four factors of $-1$ and changes nothing. These three classes have the three constants $\pi_{11}$, $\pi_{12}$ and $\pi_{44}$. The response written out in cube axes is

$$ \frac{\Delta\rho_{11}}{\rho_0} = \pi_{11} \sigma_{11} + \pi_{12} ( \sigma_{22} + \sigma_{33} ) , \qquad \frac{\Delta\rho_{12}}{\rho_0} = \pi_{44} \, \sigma_{12} , $$

and the other four components follow by cyclic replacement of the indices.

Now consider a straight bar cut along [110]. Its natural axes are

$$ \mathbf{e}'_1 = \frac{(1, 1, 0)}{\sqrt{2}} , \qquad \mathbf{e}'_2 = \frac{(-1, 1, 0)}{\sqrt{2}} , \qquad \mathbf{e}'_3 = (0, 0, 1) . $$

They are orthogonal unit vectors and form a right-handed set. The rows of $R$ are these vectors:

$$ R = \frac{1}{\sqrt{2}} \begin{pmatrix} 1 & 1 & 0 \\ -1 & 1 & 0 \\ 0 & 0 & \sqrt{2} \end{pmatrix} . $$

The bar is pulled along its length, so the stress has the single component $\sigma'_{11} = \sigma$. The current also flows along the length, and no current leaves through the sides. With $J'_1 = J$ and $J'_2 = J'_3 = 0$, Ohm's law gives the field along the bar as $E'_1 = \rho'_{11} J$. The voltage between two points on the bar therefore measures $\rho'_{11}$, and the coefficient we want is

$$ \pi_L = \frac{1}{\sigma} \frac{\Delta\rho'_{11}}{\rho_0} = \Pi'_{1111} = R_{1i} R_{1j} R_{1k} R_{1l} \, \Pi_{ijkl} . $$

The first row of $R$ has the entries $1/\sqrt{2}$, $1/\sqrt{2}$ and 0. Terms with an index 3 drop out. Each of the other $2^4 = 16$ terms carries the factor $(1/\sqrt{2})^4 = 1/4$. The components in these terms are of four kinds. Two have equal indices, $\Pi_{1111}$ and $\Pi_{2222}$, and each equals $\pi_{11}$. Two have one axis in the first pair and the other axis in the second pair, $\Pi_{1122}$ and $\Pi_{2211}$, and each equals $\pi_{12}$. Four have mixed pairs, $\Pi_{1212}$, $\Pi_{1221}$, $\Pi_{2112}$ and $\Pi_{2121}$, and each equals $\pi_{44}/2$. The remaining eight contain one axis once and the other three times, as in $\Pi_{1112}$, and they vanish. The sum is

$$ \Pi'_{1111} = \frac{1}{4} \left( 2 \pi_{11} + 2 \pi_{12} + 4 \cdot \frac{\pi_{44}}{2} \right) = \frac{1}{4} \left( 2 \pi_{11} + 2 \pi_{12} + 2 \pi_{44} \right) , $$

and therefore

$$ \pi_L = \tfrac{1}{2} \left( \pi_{11} + \pi_{12} + \pi_{44} \right) . $$

The weight of the shear term depends on the definition of $\pi_{44}$. In terms of the tensor component itself, the same result reads $\pi_L = (\pi_{11} + \pi_{12})/2 + \Pi_{2323}$.

The physical origin of each term is easier to see if the fields are followed instead of the tensor. The stress in cube axes is $\sigma_{kl} = R_{1k} R_{1l} \sigma$, which gives

$$ \sigma_{11} = \sigma_{22} = \sigma_{12} = \sigma_{21} = \frac{\sigma}{2} , $$

while all components with an index 3 are zero. A pull along [110] thus acts on the crystal as two equal tensions along [100] and [010], together with a shear of the same size. The response in cube axes is

$$ \frac{\Delta\rho_{11}}{\rho_0} = \frac{\Delta\rho_{22}}{\rho_0} = ( \pi_{11} + \pi_{12} ) \frac{\sigma}{2} , \qquad \frac{\Delta\rho_{12}}{\rho_0} = \pi_{44} \frac{\sigma}{2} , \qquad \frac{\Delta\rho_{33}}{\rho_0} = \pi_{12} \, \sigma . $$

In the last expression the tensions along axes 1 and 2 each contribute $\pi_{12} \sigma / 2$. The component along the bar is the projection on $\mathbf{e}'_1$:

$$ \Delta\rho'_{11} = \tfrac{1}{2} \left( \Delta\rho_{11} + \Delta\rho_{22} + 2 \Delta\rho_{12} \right) = \tfrac{1}{2} \left( \Delta\rho_{11} + \Delta\rho_{22} \right) + \Delta\rho_{12} . $$

The normal components are averaged, and the shear component enters with weight one. Inserting the response gives $( \pi_{11} + \pi_{12} ) \sigma / 2 + \pi_{44} \sigma / 2$, which is $\pi_L \sigma$ once more. The factor one half in front of $\pi_{44}$ is the factor by which the shear stress in cube axes is smaller than the applied tension.

For the classes $23$ and $m\bar{3}$ the count of the sixteen terms changes in one place. There $\Pi_{1122} = \pi_{12}$, while $\Pi_{2211} = \Pi_{1133} = \pi_{13}$ is a separate constant. The two terms then add to $\pi_{12} + \pi_{13}$ instead of $2 \pi_{12}$, and

$$ \pi_L = \frac{1}{2} \left( \pi_{11} + \frac{\pi_{12} + \pi_{13}}{2} + \pi_{44} \right) . $$

The formula with three constants is recovered when $\pi_{12} = \pi_{13}$.

## Second half: other directions, numbers and a microscopic model

The symbols are those of the first half. A stress $\sigma_{kl}$ changes the resistivity by $\Delta\rho_{ij} = \rho_0 \Pi_{ijkl} \sigma_{kl}$, with $\pi_{11} = \Pi_{1111}$, $\pi_{12} = \Pi_{1122}$ and $\pi_{44} = 2 \Pi_{2323}$, and tension is positive. The bar axes are $\mathbf{e}'_1$ along [110], $\mathbf{e}'_2$ along $[\bar{1}10]$ and $\mathbf{e}'_3$ along [001]. A tension $\sigma$ along [110] gives $\Delta\rho_{11} = \Delta\rho_{22} = \rho_0 ( \pi_{11} + \pi_{12} ) \sigma / 2$, $\Delta\rho_{12} = \rho_0 \pi_{44} \sigma / 2$ and $\Delta\rho_{33} = \rho_0 \pi_{12} \sigma$ in cube axes. The longitudinal coefficient is $\pi_L = ( \pi_{11} + \pi_{12} + \pi_{44} ) / 2$. From here on the crystal belongs to one of the classes $m\bar{3}m$, $432$ and $\bar{4}3m$.

The same stress also changes the resistivity for current across the pull. For current along $\mathbf{e}'_2 = (-1, 1, 0)/\sqrt{2}$ the projection is

$$ \Delta\rho'_{22} = \tfrac{1}{2} \left( \Delta\rho_{11} + \Delta\rho_{22} - 2 \Delta\rho_{12} \right) , $$

where the minus sign comes from the opposite signs of the two components of $\mathbf{e}'_2$. The transverse coefficient is therefore

$$ \pi_T = \tfrac{1}{2} \left( \pi_{11} + \pi_{12} - \pi_{44} \right) . $$

For current along [001] the coefficient is $\pi_{12}$. The component that connects the two in-plane bar axes is

$$ \Delta\rho'_{12} = \tfrac{1}{2} \left( \Delta\rho_{22} - \Delta\rho_{11} \right) = 0 , $$

because the shear terms cancel and the two normal terms are equal. The components $\Delta\rho'_{13}$ and $\Delta\rho'_{23}$ vanish as well, since $\Delta\rho_{13} = \Delta\rho_{23} = 0$. The current along the bar thus produces no transverse field, and the bar axes are principal axes of the stressed resistivity.

The sum and the difference of the two in-plane coefficients separate the constants:

$$ \pi_L + \pi_T = \pi_{11} + \pi_{12} , \qquad \pi_L - \pi_T = \pi_{44} . $$

Take two resistors, one along [110] and one along $[\bar{1}10]$, both exposed to the same tension $\sigma$ along [110]. The difference of their relative resistivity changes is $\pi_{44} \sigma$, which gives $\pi_{44}$ when the tension is known. If $\pi_{44}$ is much larger in size than $\pi_{11} + \pi_{12}$, the two resistors change by nearly equal and opposite amounts, about $\pm \pi_{44} \sigma / 2$.

The place of [110] among all directions follows from a compact form of the cubic tensor:

$$ \Pi_{ijkl} = \pi_{12} \, \delta_{ij} \delta_{kl} + \frac{\pi_{44}}{2} \left( \delta_{ik} \delta_{jl} + \delta_{il} \delta_{jk} \right) + A \sum_{m=1}^{3} \delta_{im} \delta_{jm} \delta_{km} \delta_{lm} , $$

with $A = \pi_{11} - \pi_{12} - \pi_{44}$. The indices 1122 select $\pi_{12}$, and the indices 2323 select $\pi_{44}/2$. For 1111 all terms contribute, and the sum is $\pi_{12} + \pi_{44} + A = \pi_{11}$, as it must be. Let stress and current both lie along a unit vector $\mathbf{n}$. Contracting all four indices with $\mathbf{n}$ and using $n_i n_i = 1$ gives

$$ \pi_L(\mathbf{n}) = \pi_{12} + \pi_{44} + A \left( n_1^4 + n_2^4 + n_3^4 \right) . $$

Squaring $n_1^2 + n_2^2 + n_3^2 = 1$ shows that the sum of fourth powers equals $1 - 2S$, where $S = n_1^2 n_2^2 + n_2^2 n_3^2 + n_3^2 n_1^2$. Since $\pi_{12} + \pi_{44} + A = \pi_{11}$,

$$ \pi_L(\mathbf{n}) = \pi_{11} - 2 \left( \pi_{11} - \pi_{12} - \pi_{44} \right) S . $$

Along [100] we have $S = 0$ and $\pi_L = \pi_{11}$. Along [110] the single non-zero product is $\tfrac{1}{2} \cdot \tfrac{1}{2}$, so $S = 1/4$ and the earlier result returns. All directions of the $\langle 110 \rangle$ family share this value of $S$ and hence the same coefficient. Along [111] the three products are each $1/9$, so $S = 1/3$ and $\pi_L = ( \pi_{11} + 2 \pi_{12} + 2 \pi_{44} ) / 3$. If $\pi_{44} = \pi_{11} - \pi_{12}$, then $A = 0$ and the coefficient is $\pi_{11}$ in every direction, as in an isotropic material.

The general formula also shows what a small error in cutting the bar does. Turn stress and current together by a small angle $\delta$ away from [110] within the plane (001). With $\mathbf{n} = ( \cos\varphi , \sin\varphi , 0 )$ we have $S = \tfrac{1}{4} \sin^2 2\varphi$. At $\varphi = 45^\circ + \delta$ this becomes $\tfrac{1}{4} \cos^2 2\delta \approx \tfrac{1}{4} - \delta^2$, with $\delta$ in radians. The coefficient changes by $2 A \delta^2$, which is of second order in the error. A tilt out of this plane, towards [001], gives $S \approx \tfrac{1}{4} + \tfrac{1}{2} \delta^2$ and a change of $-A \delta^2$, again of second order but with the opposite sign.

For a numerical example take the round model values $\pi_{11} = 10$, $\pi_{12} = -4$ and $\pi_{44} = 120$, all in $10^{-11}$ Pa$^{-1}$. They do not stand for a particular material. The coefficients in the same unit are

$$ \pi_L = \frac{10 - 4 + 120}{2} = 63 , \qquad \pi_T = \frac{10 - 4 - 120}{2} = -57 . $$

A tension of 100 MPa along [110] has the cube-axis components $\sigma_{11} = \sigma_{22} = \sigma_{12} = 50$ MPa. The relative resistivity changes in cube axes are

$$ \frac{\Delta\rho_{11}}{\rho_0} = \frac{\Delta\rho_{22}}{\rho_0} = (10 - 4) \times 10^{-11} \times 50 \times 10^{6} = 0.003 , $$

$$ \frac{\Delta\rho_{12}}{\rho_0} = 120 \times 10^{-11} \times 50 \times 10^{6} = 0.060 , \qquad \frac{\Delta\rho_{33}}{\rho_0} = -4 \times 10^{-11} \times 100 \times 10^{6} = -0.004 . $$

Along the bar the change is $0.003 + 0.060 = 0.063$, an increase of 6.3 percent. For current along $[\bar{1}10]$ it is $0.003 - 0.060 = -0.057$, and for current along [001] it is $-0.004$. Nearly the whole in-plane effect comes from the shear part of the stress. With the same constants, a bar along [100] has the coefficient 10, and a bar along [111] has $(10 - 8 + 240)/3 = 80.7$. The choice of direction changes the response by a factor of about eight.

The rotation does not say where the three constants come from. A simple model of a semiconductor with several conduction valleys shows one origin, and it allows the [110] coefficient to be computed without rotating $\Pi$. Let there be three valleys along the $\langle 100 \rangle$ axes and four along the $\langle 111 \rangle$ axes, with opposite directions counted as one valley. A valley with the unit axis $\mathbf{a}$ has the energy

$$ U = U_0 + \Xi_d \left( \varepsilon_{11} + \varepsilon_{22} + \varepsilon_{33} \right) + \Xi_u \, a_i \varepsilon_{ij} a_j , $$

where $\varepsilon_{ij}$ is the strain, $U_0$ is the offset of the set, and $\Xi_d$ and $\Xi_u$ are its deformation potentials. The strain follows from the stress through the elastic compliances $s_{11}$, $s_{12}$ and $s_{44}$:

$$ \varepsilon_{11} = s_{11} \sigma_{11} + s_{12} ( \sigma_{22} + \sigma_{33} ) , \qquad \varepsilon_{12} = \frac{s_{44}}{2} \, \sigma_{12} , $$

and cyclically. The carriers are dilute enough for Boltzmann statistics. Their total density is fixed, which neglects its small change with the volume of the crystal. Each valley holds a fraction $w \propto e^{-U/kT}$ of the carriers, with equal densities of states for all valleys. The mobility is $\mu_l$ along the valley axis and $\mu_t$ across it, and stress does not alter it. The conductivity is, up to a constant factor, the sum of the valley mobility tensors weighted with $w$, and its inverse is the resistivity.

The parameters are again round model values: $T = 300$ K, so that $kT = 0.0259$ eV, and $s_{11} = 8$, $s_{12} = -2$ and $s_{44} = 12$ in $10^{-12}$ Pa$^{-1}$. The $\langle 100 \rangle$ valleys have $U_0 = 0$, $\Xi_d = 1$ eV, $\Xi_u = 9$ eV and relative mobilities $\mu_l = 1$ and $\mu_t = 5$. The $\langle 111 \rangle$ valleys have $U_0 = 0.02$ eV, $\Xi_d = -3$ eV, $\Xi_u = 15$ eV, $\mu_l = 1$ and $\mu_t = 12$.

The coefficients are derivatives of the resistivity at zero stress. They are computed as central differences, from the resistivities under a small tension and an equal compression, or under two opposite shears. Stress along [100] gives $\pi_{11} = -41.45$ and $\pi_{12} = 11.34$, and shear in the 23 plane gives $\pi_{44} = -59.53$, all in $10^{-11}$ Pa$^{-1}$. The rotated tensor then predicts

$$ \pi_L = \frac{-41.45 + 11.34 - 59.53}{2} = -44.82 . $$

A separate calculation applies the stress along [110], finds the new valley populations and takes the resistivity along [110]. It gives $-44.82$ as well. The two must agree, because the valley sets have cubic symmetry and the response to a small stress is linear.

The model also shows which carriers produce which term. A shear stress $\sigma_{12}$ produces only the strain $\varepsilon_{12} = \varepsilon_{21}$. It does not shift a $\langle 100 \rangle$ valley, because $a_i \varepsilon_{ij} a_j = 2 a_1 a_2 \varepsilon_{12}$ and at least one of $a_1$ and $a_2$ is zero. With these valleys alone, the model gives $\pi_{44} = 0$, and $\pi_L$ is the average of $\pi_{11}$ and $\pi_{12}$. This zero rests on the assumption that stress leaves the mobilities unchanged. In n-type silicon, whose valleys lie along $\langle 100 \rangle$, a shear strain changes the effective masses to first order, and $\pi_{44}$ is small but not zero, about $-14 \times 10^{-11}$ Pa$^{-1}$. For the $\langle 111 \rangle$ valleys $a_1 a_2 = \pm 1/3$, and their energies shift by

$$ \Delta U = \pm \frac{2}{3} \, \Xi_u \varepsilon_{12} = \pm \frac{1}{3} \, \Xi_u s_{44} \sigma_{12} . $$

For positive $\sigma_{12}$ and $\Xi_u$, carriers leave the valleys with $a_1 a_2 > 0$ and enter those with $a_1 a_2 < 0$. Under tension along [110], the valleys that lose carriers are those whose axes lie closer to the bar. They conduct poorly along the bar, because $\mu_l < \mu_t$. The carriers move to valleys that conduct better in this direction, the resistivity falls, and $\pi_{44}$ is negative.

Stress along [100], in contrast, leaves the four $\langle 111 \rangle$ valleys equivalent, because $a_1^2 = a_2^2 = a_3^2 = 1/3$ for each of them. If they were the only valleys, their populations would not change, so $\pi_{11} = \pi_{12} = 0$ and $\pi_L = \pi_{44}/2$. In the full model $\pi_{11}$ and $\pi_{12}$ come from transfer among the $\langle 100 \rangle$ valleys and from transfer between the two sets.

Linearity requires that the valley shifts stay small compared with $kT$. A tension $\sigma$ along [110] contains the shear $\sigma_{12} = \sigma/2$, which moves the $\langle 111 \rangle$ valleys by $\pm \Xi_u s_{44} \sigma / 6$ relative to their mean. At 100 MPa this is $15 \times 12 \times 10^{-12} \times 10^{8} / 6 = 0.003$ eV, a little over one tenth of $kT$. The $\langle 100 \rangle$ valleys move by similar amounts: relative to their mean, the [100] and [010] valleys rise by 0.0015 eV and the [001] valley falls by 0.003 eV. At larger stress the linear part of the exponential populations becomes a poorer approximation, and a constant coefficient gradually loses accuracy. At a tension of 500 MPa along [110] the model gives a fall in resistivity of 19.6 percent, while the constant coefficient predicts 22.4 percent.

A measured resistance contains one further term, because the bar changes its shape. With length $L$ and cross-section $Q$, the resistance is $\rho'_{11} L / Q$, and to first order

$$ \frac{\Delta(\text{resistance})}{\text{resistance}} = \pi_L \sigma + \varepsilon'_{11} - \varepsilon'_{22} - \varepsilon'_{33} . $$

The strain terms equal $2 \varepsilon'_{11}$ minus the trace of the strain. The trace is $( s_{11} + 2 s_{12} ) \sigma$. The strain along the bar is found by the same projection as before:

$$ \varepsilon'_{11} = \tfrac{1}{2} ( \varepsilon_{11} + \varepsilon_{22} ) + \varepsilon_{12} = \left( \frac{s_{11} + s_{12}}{2} + \frac{s_{44}}{4} \right) \sigma . $$

The geometric part is therefore $( s_{44}/2 - s_{12} ) \sigma$. For the compliances of the model its coefficient is $(6 + 2) \times 10^{-12} = 0.8 \times 10^{-11}$ Pa$^{-1}$, about 2 percent of the size of $\pi_L$ and of opposite sign. The change of carrier density with volume, which the model neglects, is of the same order: at a fixed number of carriers it adds $s_{11} + 2 s_{12} = 0.4 \times 10^{-11}$ Pa$^{-1}$ to $\pi_L$ and moves it from $-44.82$ to $-44.42$ in $10^{-11}$ Pa$^{-1}$. In a conductor whose piezoresistance coefficients are as small as its compliances, the two parts are comparable, and the measured change of resistance must be corrected for shape before it is compared with $\pi_L$.
